# Finding a Gaussian planarization kernel's width from a density boundary

**Question**

I am working through an exercise on chemical-mechanical polishing of oxide and cannot justify the last step.

A test mask has alternating blocks, each 12 mm wide, with layout densities 0.20 and 0.80. "Density" means the fraction of the area that is raised. The raised oxide starts 2000 nm above a fixed reference plane, and the recesses are 800 nm lower. A blanket film polishes at 200 nm/min, and the wafer is polished for 4 min.

I have a scan of the oxide thickness on the raised areas, taken at right angles to one straight boundary. Going from the sparse block to the dense one, the thickness has made 10 percent of its rise between the two plateaus at 7.95 mm on the scan axis, and 90 percent at 12.05 mm. I am to find the standard deviation of the Gaussian planarization kernel, with the hint that the 10-to-90 percent transition of the effective density "spans 2.56 standard deviations".

I could just divide, but three things bother me. The kernel is two-dimensional and my scan is a line, so is it the same standard deviation? Why do the densities not enter? And the hint is about density, while I have thickness. Could I equally well have used a wafer stopped after 0.6 min?

**Answer**

Dividing is right for the 4 min wafer. It would be wrong for the 0.6 min wafer, and the reason lies in your third question. I take the three in order.

**From a two-dimensional kernel to a line scan**

The pad does not respond to the density at a point but to an average over its surroundings, the effective density. In this model the average is taken with an isotropic Gaussian of unit total weight,

\[
G(u,v)=\frac{1}{2\pi\sigma^2}\exp\!\left(-\frac{u^2+v^2}{2\sigma^2}\right),
\]

\[
\rho_{\rm eff}(x,y)=\iint \rho(x-u,\,y-v)\,G(u,v)\,du\,dv .
\]

Here \(\sigma\) is the standard deviation along each axis. The mean square radius is \(\langle u^2+v^2\rangle=2\sigma^2\), so the rms radius is \(\sqrt2\,\sigma\). If someone writes the kernel as \(\exp(-r^2/L^2)\), their length is \(L=\sqrt2\,\sigma\), and the numerical factor below changes accordingly.

Put the boundary at \(x=0\), with \(\rho_L=0.20\) for \(x<0\) and \(\rho_H=0.80\) for \(x>0\). For now both blocks extend indefinitely, and the individual lines are much finer than \(\sigma\), so each block can be replaced by its mean density. The layout does not depend on \(y\), and the integral over \(v\) can be done at once:

\[
\int_{-\infty}^{\infty}e^{-v^2/2\sigma^2}\,dv=\sqrt{2\pi}\,\sigma .
\]

What remains of the kernel is \(\exp(-u^2/2\sigma^2)/(\sqrt{2\pi}\,\sigma)\), a one-dimensional Gaussian with the same \(\sigma\). That settles your first question.

The point \(x-u\) lies in the dense block when \(u<x\). The dense block therefore receives the weight

\[
\int_{-\infty}^{x}\frac{e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,du=\Phi\!\left(\frac{x}{\sigma}\right),
\]

where \(\Phi\) is the standard normal distribution function. The sparse block receives the rest, \(1-\Phi\). Adding the two contributions gives

\[
\rho_{\rm eff}(x)=\rho_L(1-\Phi)+\rho_H\Phi=\rho_L+(\rho_H-\rho_L)\,\Phi\!\left(\frac{x}{\sigma}\right).
\]

Far to the left this is \(\rho_L\), far to the right \(\rho_H\), and on the boundary it is the mean of the two, as symmetry requires.

**Why the densities drop out**

Define the fraction of the rise completed at \(x\):

\[
q(x)=\frac{\rho_{\rm eff}(x)-\rho_L}{\rho_H-\rho_L}=\Phi\!\left(\frac{x}{\sigma}\right).
\]

The densities have cancelled. The percentages must be counted between the plateaus: here 10 and 90 percent mean effective densities of 0.26 and 0.74, not 0.10 and 0.90.

The normal distribution is symmetric, \(\Phi(-a)=1-\Phi(a)\). With \(\Phi(a)=0.9\), which gives \(a=1.2816\), the two crossings lie at \(x_{90}=a\sigma\) and \(x_{10}=-a\sigma\). Their separation is

\[
W=x_{90}-x_{10}=2a\sigma=2.5631\,\sigma .
\]

This is the 2.56 of your hint. A shift of the scan origin moves both crossings equally and leaves \(W\) alone, so you need not know beforehand where the boundary is.

**Why thickness may stand in for density after 4 min**

Let \(U\) and \(D\) be the thicknesses removed so far from raised and recessed areas, \(K\) the blanket rate and \(h_0\) the initial step. Take the removal rate to be proportional to local pressure. The raised areas, a fraction \(\rho_{\rm eff}\), and the recesses, a fraction \(1-\rho_{\rm eff}\), together carry the applied load, so the weighted mean rate equals the blanket rate:

\[
\rho_{\rm eff}\frac{dU}{dt}+(1-\rho_{\rm eff})\frac{dD}{dt}=K .
\]

This is the closure of the model. It assumes that each neighbourhood carries the same mean pressure and that \(\rho_{\rm eff}\) does not change during the polish. Integrating from \(U=D=0\) gives

\[
\rho_{\rm eff}U+(1-\rho_{\rm eff})D=Kt .
\]

Once the local step has gone, the raised areas have lost \(h_0\) more than the recesses, so \(D=U-h_0\). Substituting,

\[
\rho_{\rm eff}U+(1-\rho_{\rm eff})U-(1-\rho_{\rm eff})h_0=Kt
\quad\Rightarrow\quad
U=Kt+(1-\rho_{\rm eff})h_0 .
\]

With the starting thickness \(z_0\), the remaining thickness \(z=z_0-U\) is

\[
z=z_0-Kt-(1-\rho_{\rm eff})\,h_0 .
\]

It is a constant plus \(h_0\rho_{\rm eff}\). Such a relation preserves fractions of a rise: when the density has completed 10 percent of its change, so has the thickness. The two profiles therefore have the same \(W\).

The condition is that the step has gone everywhere along the scan. If the pad touches only the raised areas until then, they polish at \(K/\rho_{\rm eff}\), and the step clears after \(\rho_{\rm eff}h_0/K\). For your blocks this is

\[
\frac{0.20\times800}{200}=0.80\ \text{min},\qquad
\frac{0.80\times800}{200}=3.20\ \text{min}.
\]

Your 4 min exceeds both.

**The numbers**

The plateau thicknesses are

\[
z_L=2000-800-0.80\times800=560\ \text{nm},
\]
\[
z_H=2000-800-0.20\times800=1040\ \text{nm}.
\]

The rise is 480 nm, so the 10 and 90 percent levels are \(560+48=608\) nm and \(1040-48=992\) nm. From your two positions,

\[
W=12.05-7.95=4.10\ \text{mm},\qquad
\sigma=\frac{4.10\ \text{mm}}{2.5631}=1.60\ \text{mm}=1600\ \mu\text{m}.
\]

The boundary lies midway between the crossings, at 10.00 mm. Using 2.56 instead of 2.5631 changes \(\sigma\) by about 0.1 percent.

How well is \(\sigma\) known? Suppose each of the two thickness readings has an independent random error of 5 nm, and the plateaus, being averages over many points, are known much better. Differentiating the profile gives the slope at either crossing,

\[
\left|\frac{dz}{dx}\right|=\frac{(\rho_H-\rho_L)h_0}{\sigma}\,\frac{e^{-a^2/2}}{\sqrt{2\pi}}
=\frac{480\times0.1755}{1.60}\approx52.7\ \text{nm/mm}.
\]

A 5 nm error thus moves a crossing by \(5/52.7=0.095\) mm. The two independent errors add in quadrature in \(W\), so

\[
\delta\sigma=\frac{\sqrt2\times0.095}{2.5631}\approx0.05\ \text{mm}.
\]

With that noise the result is \(1.60\pm0.05\) mm, an uncertainty of 3 percent of \(\sigma\). The third digit of 2.56 is not what limits you.

**Why the 0.6 min wafer gives a different answer**

At 0.6 min no step has cleared, even in the sparse block. With the pad on the raised areas alone, \(D=0\), and the load equation gives \(U=Kt/\rho_{\rm eff}\). Hence

\[
z=z_0-\frac{Kt}{\rho_{\rm eff}} .
\]

The thickness now follows \(1/\rho_{\rm eff}\), which runs from 5 in the sparse block to 1.25 in the dense one, a range of 3.75. At 10 percent of the thickness rise,

\[
\frac1{\rho_{\rm eff}}=5-0.1\times3.75=4.625,\qquad \rho_{\rm eff}=0.216,
\]

which is only \(q=(0.216-0.20)/0.60=0.027\) of the density rise. At 90 percent,

\[
\frac1{\rho_{\rm eff}}=5-0.9\times3.75=1.625,\qquad \rho_{\rm eff}=0.615,\qquad q=0.692 .
\]

Inverting \(\Phi\) at these two values, with \(\sigma=1.60\) mm, puts the crossings at \(-3.08\) mm and \(+0.80\) mm from the boundary. The thickness width is 3.885 mm, and division by 2.5631 would give 1.52 mm, 5 percent below the true \(\sigma\). The midpoint gives a clearer warning: it lies 1.14 mm inside the sparse block, because a given change in density alters \(1/\rho_{\rm eff}\) most where the density is low.

There are two ways out. If the density contrast is small, \(1/\rho_{\rm eff}\) is nearly linear over the range, and the thickness width tends to \(2.5631\,\sigma\) again. For any contrast, as long as the pad has not yet touched the recesses, you can first convert each reading with \(\rho_{\rm eff}=Kt/(z_0-z)\) and then find the 10 and 90 percent points of the density. This removes the bias but costs precision. The 90 percent density level lies only 12 nm below the dense plateau, where the thickness profile has a slope of about 14 nm/mm, so a 5 nm error moves that crossing by about 0.35 mm to first order (0.43 mm toward the plateau, 0.30 mm away from it), against 0.095 mm on the 4 min wafer. At intermediate times, here between 0.80 and 3.20 min, part of the scan has cleared and part has not, and neither thickness formula holds along the whole of it.

**When the blocks are too narrow**

Your blocks are not infinite. For alternating blocks of width \(b\), the fraction of dense layout is a square wave. Gaussian averaging multiplies each of its harmonics by a damping factor:

\[
f(x)=\frac12+\sum_{k=1,3,5,\dots}\frac{2}{\pi k}\,
e^{-\frac12(k\pi\sigma/b)^2}\sin\frac{k\pi x}{b}.
\]

I summed this series for \(\sigma=1.60\) mm, took the values at the block centres as the plateaus, and applied the factor 2.5631 to the resulting width. Blocks of 12 mm return 1.60 mm, since their centres are 3.75 standard deviations from the nearest boundary. Blocks of 6 mm return 1.32 mm, which is 17 percent too low, and blocks of 4 mm return 0.92 mm, 42 percent too low.

The narrow-block limit shows what goes wrong. When the \(k=1\) term alone survives, the fraction of the rise between block centres is \(q=\tfrac12[1+\sin(\pi x/b)]\). The 10 and 90 percent points are at \(\sin(\pi x/b)=\mp0.8\), so

\[
W=\frac{2b}{\pi}\arcsin 0.8=0.590\,b .
\]

The width no longer contains \(\sigma\). For \(b=4\) mm it is 2.36 mm, and \(2.36/2.5631=0.92\) mm, as found from the full series. Such a scan measures the mask. The information about \(\sigma\) is then in the reduced height of the modulation, not in its width. To extract it you would also need to know how strongly the pad levels height differences, because that reduces the height too.

The scan direction matters too. If the scan makes an angle \(\theta\) with the normal to the boundary, a distance \(s\) along it advances \(x\) by \(s\cos\theta\), and the apparent width is \(W/\cos\theta\). At \(20^\circ\) you would report 1.70 mm, 6 percent too high.

**Is the kernel Gaussian at all?**

Two crossings cannot tell you, because any smooth step has a 10-to-90 percent width. A second pair of levels can help. For a Gaussian the 25 and 75 percent points lie at \(\pm0.6745\,\sigma\), so the ratio of the two widths is \(1.2816/0.6745=1.90\). Your 25-to-75 percent distance should be \(4.10/1.90=2.16\) mm.

For comparison, take two other isotropic kernels with the same standard deviation \(\sigma\) per axis: a uniform disk of radius \(2\sigma\), and \(\exp(-r/\ell)\) with \(\ell=\sigma/\sqrt3\). On a circle of radius \(r\), the arc beyond a straight line at distance \(d\) from the centre subtends the angle \(2\arccos(d/r)\). The weight of a kernel \(k(r)\) beyond the line is therefore

\[
\int_d^\infty 2r\,k(r)\arccos(d/r)\,dr .
\]

Setting this to 0.10 and 0.25 and solving numerically for \(d\) gives the half-widths:

- Disk: \(W=2.75\,\sigma\), width ratio 1.70.
- Exponential: \(W=2.35\,\sigma\), width ratio 2.17.

Dividing by 2.5631 would overestimate \(\sigma\) by 7 percent for the disk and underestimate it by 8 percent for the exponential. With your \(W\), these kernels predict 25-to-75 percent distances of 2.41 mm and 1.89 mm, against 2.16 mm for the Gaussian. A ratio near 1.90 is consistent with a Gaussian but does not prove it. With an independent 5 nm error in each of the four readings, the ratio scatters by about 0.09, so a single scan separates the Gaussian from these two kernels by only two to three standard deviations.

**How this compares with a real polish**

The exercise uses round numbers of roughly typical size for interlayer oxide: steps of several hundred nanometres, rates of a few hundred nanometres per minute, and a pad that averages over millimetres. A real pad also breaks two assumptions of the thickness model. I estimated both effects by stepping the removal equations forward in time to 4 min, with \(\sigma\) and the other inputs held fixed.

First, the pad begins to touch the recesses before the step has vanished. Letting the pressure there grow linearly once the step is below a rough 100 nm changes the inferred \(\sigma\) by about 0.1 percent. The effect grows with this contact height: 300 nm lowers \(\sigma\) by 1 percent and 400 nm by 2 percent, because the dense side then still carries a residual step at 4 min.

Second, high regions are pressed harder than low ones even after local clearing. I multiplied all rates by \(1+(z-\bar z)/\lambda\), where \(\bar z\) is the mean raised-area thickness along the scan and \(\lambda\) is a rough 5000 nm. The rise between plateaus falls from 480 to 409 nm, yet the inferred \(\sigma\) again changes by only about 0.1 percent. After clearing, the added term shrinks every deviation \(z-\bar z\) at the same relative rate, which leaves the fractions of the rise unchanged. That covers only the last 0.8 min. Before it the term does distort the profile: acting only up to 0.8 min it lowers \(\sigma\) by about 0.6 percent, acting only from 0.8 to 3.2 min it raises \(\sigma\) by about as much, and the two nearly cancel. The practical consequence is to set the 10 and 90 percent levels from the measured plateaus, not from the predicted 560 and 1040 nm.

The small levelling shift depends on comparing each height with the mean over the whole scan. A pad that compares heights only over a finite range smooths the step instead of merely scaling it. With the same \(\lambda\) and \(\bar z\) taken as a Gaussian average over a range of \(\sigma\), \(2\sigma\) or \(3\sigma\), the inferred \(\sigma\) for 12 mm blocks comes out 5, 8 and 5 percent too high. Levelling can therefore matter as much as the shape of the kernel. A real pad's response need not be Gaussian, and the two alternatives above show shifts of 7 to 8 percent. I would quote 1.60 mm as the standard deviation of the Gaussian model, and measure the 25-to-75 percent distance before relying on that model elsewhere on the mask.

Numbers in the example were calculated in double precision.
